**Piezoelectric polarization of a strained wurtzite film: numerical tests**

The program tests $P_{\rm pz}=2\varepsilon(e_{31}-e_{33}C_{13}/C_{33})$ for a c-axis film with in-plane strain $\varepsilon$, a traction-free top surface and zero macroscopic field. Here $C_{ij}$ are elastic constants at fixed field and $e_{ij}$ are piezoelectric coefficients per actual volume. It asserts the formula for random tensors averaged over the wurtzite point group, for a graded film solved by energy minimization, and through the in-plane stress and the compliance matrix. For an isolated film with $D=0$, it asserts the field and normal strain against direct minimization of the energy. A microscopic cell of springs and point charges supplies coefficients at fixed cell shape, and the program asserts that they predict the polarization slope of a cell with relaxed height. The same cell tests the law for charge per reference area, in which $e_{31}$ is replaced by $e_{31}+P_{\rm sp}$, with $P_{\rm sp}$ the spontaneous polarization. For the round model parameters the output gives $P_{\rm pz}=-4500$ statC/cm², or $-0.0150$ C/m². It also shows that the field of the isolated film reduces the magnitude of the normal strain by 8.2%, and that the linear law is off by 3.5% at one percent strain in the spring model.

## Numerical verification

```python
# Result under test: a wurtzite film with in-plane strain eps (xx = yy), a
# traction-free top surface and zero macroscopic field has the polarization
#     P_pz = 2*eps*(e31 - e33*C13/C33)   along the c axis z.
# C_ij: elastic constants at fixed field; e_ij: piezoelectric coefficients
# (change of dipole moment per actual volume with strain); kappa: dielectric
# constant at fixed strain. Gaussian units: D = kappa*E + 4*pi*e*strain.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import minimize_scalar, root


def film_polarization(eps, e31, e33, C13, C33):
    return 2 * eps * (e31 - e33 * C13 / C33)


# Model parameters of the worked example
eps = 0.01
C11, C12, C13, C33, C44 = 4.0e12, 1.4e12, 1.0e12, 4.0e12, 1.0e12  # dyn/cm^2
e31, e33 = -1.5e5, 3.0e5                                       # statC/cm^2
kappa = 10.0
P_pz = film_polarization(eps, e31, e33, C13, C33)
strain_zz = -2 * C13 / C33 * eps

# --- Test: general tensors averaged over the point group 6mm ---------------
rng = np.random.default_rng(7)
operations = []
for n in range(6):
    t = n * np.pi / 3
    rotation = np.array([[np.cos(t), -np.sin(t), 0],
                         [np.sin(t), np.cos(t), 0], [0, 0, 1]])
    operations += [rotation, rotation @ np.diag([-1.0, 1.0, 1.0])]
voigt = np.array([[0, 5, 4], [5, 1, 3], [4, 3, 2]])
for trial in range(5):
    A = rng.normal(size=(6, 6))
    C_raw = (A @ A.T + np.eye(6))[voigt[:, :, None, None], voigt[None, None]]
    e_raw = rng.normal(size=(3, 6))[:, voigt]
    C_t = sum(np.einsum('ai,bj,ck,dl,ijkl->abcd', R, R, R, R, C_raw,
                        optimize=True) for R in operations) / 12
    e_t = sum(np.einsum('ai,bj,ck,ijk->abc', R, R, R, e_raw,
                        optimize=True) for R in operations) / 12
    # P_z contains only xx + yy and zz strain
    assert abs(e_t[2, 0, 0] - e_t[2, 1, 1]) < 1e-12
    assert np.allclose(e_t[2] - np.diag(np.diag(e_t[2])), 0, atol=1e-12)
    in_plane = np.diag([eps, eps, 0.0])
    # w = displacement gradient along z that removes all surface traction
    traction = np.einsum('ikl,kl->i', C_t[:, 2], in_plane)
    w = -np.linalg.solve(C_t[:, 2, :, 2], traction)
    z = np.array([0.0, 0.0, 1.0])
    strain = in_plane + (np.outer(w, z) + np.outer(z, w)) / 2
    P_vector = np.einsum('ikl,kl->i', e_t, strain)
    predicted = film_polarization(eps, e_t[2, 0, 0], e_t[2, 2, 2],
                                  C_t[0, 0, 2, 2], C_t[2, 2, 2, 2])
    assert np.allclose(P_vector, [0, 0, predicted], atol=1e-12)

# --- Test: graded film, node displacements from energy minimization --------
N = 40
depth = np.linspace(0, 1, N)
c13, c33 = 1.0 + 0.5 * depth, 4.0 - depth**2          # 10^12 dyn/cm^2
eps_layer = eps * (1 - 0.6 * depth)
difference = np.eye(N) - np.eye(N, k=-1)              # bottom node is fixed


def layer_strain(B):
    stiffness = B.T @ (c33[:, None] * B)
    return B @ np.linalg.solve(stiffness, -B.T @ (2 * c13 * eps_layer))


s_free = layer_strain(difference)
s_clamped = layer_strain(difference[:, :-1])          # top node fixed too
stress_free = c33 * s_free + 2 * c13 * eps_layer
stress_clamped = c33 * s_clamped + 2 * c13 * eps_layer
assert np.max(np.abs(stress_free)) < 1e-11
assert np.ptp(stress_clamped) < 1e-11 and abs(stress_clamped.mean()) > 1e-3
P_layers = 2 * e31 * eps_layer + e33 * s_free
assert np.allclose(P_layers, film_polarization(eps_layer, e31, e33, c13, c33),
                   rtol=1e-8)

# --- Test: route through in-plane stress and the compliance matrix ---------
C_matrix = np.diag([C11, C11, C33, C44, C44, (C11 - C12) / 2])
C_matrix[0, 1] = C_matrix[1, 0] = C12
C_matrix[:2, 2] = C_matrix[2, :2] = C13
compliance = np.linalg.inv(C_matrix)
d_row = np.array([e31, e31, e33, 0, 0, 0]) @ compliance
d31 = d_row[0]
stress_plane = eps / (compliance[0, 0] + compliance[0, 1])
assert np.isclose(2 * d31 * stress_plane, P_pz, rtol=1e-10)
assert np.isclose(stress_plane, (C11 + C12 - 2 * C13**2 / C33) * eps,
                  rtol=1e-10)

# --- Test: isolated film with D = 0, by minimizing its energy --------------
kappa_free = kappa + 4 * np.pi * e33**2 / C33
E_open = -4 * np.pi * P_pz / kappa_free
strain_open = strain_zz + e33 * E_open / C33


def energy_open(s_milli):
    s = s_milli * 1e-3
    P_strain = 2 * e31 * eps + e33 * s
    elastic = 2 * C13 * eps * s + C33 * s**2 / 2
    return (elastic + 2 * np.pi * P_strain**2 / kappa) / 1e7


best = minimize_scalar(energy_open, bracket=(-10, 0), tol=1e-10)
strain_min = best.x * 1e-3
E_min = -4 * np.pi * (2 * e31 * eps + e33 * strain_min) / kappa
assert np.isclose(strain_min, strain_open, rtol=1e-6)
assert np.isclose(E_min, E_open, rtol=1e-6)
P_strain_open = 2 * e31 * eps + e33 * strain_min
P_total_open = -E_min / (4 * np.pi)
chi = (kappa - 1) / (4 * np.pi)
assert np.isclose(P_total_open, P_pz + (chi + e33**2 / C33) * E_open,
                  rtol=1e-5)
maxwell_ratio = kappa * E_open**2 / (8 * np.pi) / abs(e33 * E_open)

# --- Test: microscopic wurtzite cell with springs and point charges --------
# a, c: cell lengths; u: internal coordinate; lengths in r0, charge in Z.
a, c, u = sp.symbols('a c u', positive=True)
axial, slant_z = u * c, (sp.Rational(1, 2) - u) * c
slant = sp.sqrt(a**2 / 3 + slant_z**2)
dot_axial = -axial * slant_z
dot_slant = -a**2 / 6 + slant_z**2
W = ((axial - 1.03)**2 + 3 * (slant - 1)**2) / 2 \
    + 0.1 * 3 * ((dot_axial + sp.Rational(1, 3))**2
                 + (dot_slant + sp.Rational(1, 3))**2)
gradient = sp.lambdify((a, c, u), [sp.diff(W, q) for q in (a, c, u)], 'numpy')


def solve(function, start):
    answer = root(function, start, tol=1e-13)
    assert np.max(np.abs(function(answer.x))) < 1e-10
    return answer.x


def cell_polarization(a_val, u_val):
    # cation offset from the centre of its four neighbours, per volume
    return -(u_val - 0.375) / (np.sqrt(3) / 4 * a_val**2)


a0, c0, u0 = solve(lambda x: gradient(*x), [np.sqrt(8 / 3), 8 / 3, 0.375])
P_spont = cell_polarization(a0, u0)
volume0 = np.sqrt(3) / 4 * a0**2 * c0


def clamped_cell(sx, sz):
    av, cv = a0 * (1 + sx), c0 * (1 + sz)
    uv = solve(lambda x: [gradient(av, cv, x[0])[2]], [u0])[0]
    return np.array([c0 * gradient(av, cv, uv)[1] / volume0,
                     cell_polarization(av, uv)])


def free_film(sx):
    av = a0 * (1 + sx)
    cv, uv = solve(lambda x: gradient(av, x[0], x[1])[1:], [c0, u0])
    return cell_polarization(av, uv)


h = 3e-4
C13_m, e31_m = (clamped_cell(h, 0) - clamped_cell(-h, 0)) / (4 * h)
C33_m, e33_m = (clamped_cell(0, h) - clamped_cell(0, -h)) / (2 * h)
slope_film = (free_film(h) - free_film(-h)) / (2 * h)
slope_formula = film_polarization(1.0, e31_m, e33_m, C13_m, C33_m)
assert np.isclose(slope_film, slope_formula, rtol=1e-4)
# charge per reference area follows the same law with e31 + P_spont
slope_area = (free_film(h) * (1 + h)**2 - free_film(-h) * (1 - h)**2) / (2 * h)
e31_proper = e31_m + P_spont
assert np.isclose(slope_area, film_polarization(1.0, e31_proper, e33_m,
                                                C13_m, C33_m), rtol=1e-4)
assert abs(P_spont) > 1e-3 * abs(e31_m)
change_film = free_film(eps) - P_spont
nonlinear_error = slope_formula * eps / change_film - 1

# --- Worked numbers --------------------------------------------------------
statC_per_C = 10 * const.c
e_gauss = const.e * statC_per_C
P_SI = P_pz / statC_per_C * 1e4
print("WORKED EXAMPLE (model parameters)")
print(f"in-plane strain eps                 = {eps:.4f}")
for name, value in (("C11", C11), ("C12", C12), ("C13", C13),
                    ("C33", C33), ("C44", C44)):
    print(f"{name}                                 = {value:.2e} dyn/cm^2")
print(f"e31                                 = {e31:.3e} statC/cm^2")
print(f"e33                                 = {e33:.3e} statC/cm^2")
print(f"kappa at fixed strain               = {kappa:.2f}")
print(f"normal strain at E = 0              = {strain_zz:.5f}")
print(f"e31 - e33*C13/C33                   = {P_pz/(2*eps):.4e} statC/cm^2")
print(f"in-plane part 2*eps*e31             = {2*eps*e31:.1f} statC/cm^2")
print(f"normal part e33*strain_zz           = {e33*strain_zz:.1f} statC/cm^2")
print(f"P_pz                                = {P_pz:.1f} statC/cm^2")
print(f"P_pz converted                      = {P_SI:.5f} C/m^2")
print(f"elementary charge                   = {e_gauss:.5e} statC")
print(f"|P_pz|/e                            = {abs(P_pz)/e_gauss:.4e} cm^-2")
print(f"in-plane stress                     = {stress_plane:.3e} dyn/cm^2")
print(f"d31                                 = {d31:.4e} statC/dyn")
print("ISOLATED FILM, D = 0, no spontaneous part")
print(f"kappa + 4 pi e33^2/C33              = {kappa_free:.4f}")
print(f"field E                             = {E_open:.1f} statV/cm")
print(f"normal strain                       = {strain_open:.6f}")
print(f"relative change of normal strain    = {strain_open/strain_zz-1:.4f}")
print(f"strain-induced part of P            = {P_strain_open:.1f} statC/cm^2")
print(f"total P                             = {P_total_open:.1f} statC/cm^2")
print(f"kappa E^2/(8 pi) over |e33 E|       = {maxwell_ratio:.5f}")
print("SPRING MODEL (lengths in r0, charge in Z, spring constant 1)")
print(f"equilibrium a, c                    = {a0:.5f}, {c0:.5f} r0")
print(f"equilibrium u                       = {u0:.5f}")
print(f"spontaneous polarization            = {P_spont:.5f} Z/r0^2")
print(f"C13/C33                             = {C13_m/C33_m:.5f}")
print(f"e31 per actual volume               = {e31_m:.5f} Z/r0^2")
print(f"e31 proper                          = {e31_proper:.5f} Z/r0^2")
print(f"e33                                 = {e33_m:.5f} Z/r0^2")
print(f"dP/d(eps), relaxed film             = {slope_film:.6f} Z/r0^2")
print(f"dP/d(eps), formula                  = {slope_formula:.6f} Z/r0^2")
print(f"change of P at eps = 0.01, relaxed  = {change_film:.6f} Z/r0^2")
print(f"relative error of linear law there  = {nonlinear_error:.4f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
WORKED EXAMPLE (model parameters)
in-plane strain eps                 = 0.0100
C11                                 = 4.00e+12 dyn/cm^2
C12                                 = 1.40e+12 dyn/cm^2
C13                                 = 1.00e+12 dyn/cm^2
C33                                 = 4.00e+12 dyn/cm^2
C44                                 = 1.00e+12 dyn/cm^2
e31                                 = -1.500e+05 statC/cm^2
e33                                 = 3.000e+05 statC/cm^2
kappa at fixed strain               = 10.00
normal strain at E = 0              = -0.00500
e31 - e33*C13/C33                   = -2.2500e+05 statC/cm^2
in-plane part 2*eps*e31             = -3000.0 statC/cm^2
normal part e33*strain_zz           = -1500.0 statC/cm^2
P_pz                                = -4500.0 statC/cm^2
P_pz converted                      = -0.01501 C/m^2
elementary charge                   = 4.80320e-10 statC
|P_pz|/e                            = 9.3687e+12 cm^-2
in-plane stress                     = 4.900e+10 dyn/cm^2
d31                                 = -4.5918e-08 statC/dyn
ISOLATED FILM, D = 0, no spontaneous part
kappa + 4 pi e33^2/C33              = 10.2827
field E                             = 5499.4 statV/cm
normal strain                       = -0.004588
relative change of normal strain    = -0.0825
strain-induced part of P            = -4376.3 statC/cm^2
total P                             = -437.6 statC/cm^2
kappa E^2/(8 pi) over |e33 E|       = 0.00729
SPRING MODEL (lengths in r0, charge in Z, spring constant 1)
equilibrium a, c                    = 1.63462, 2.71432 r0
equilibrium u                       = 0.37916
spontaneous polarization            = -0.00360 Z/r0^2
C13/C33                             = 0.13429
e31 per actual volume               = -0.04152 Z/r0^2
e31 proper                          = -0.04512 Z/r0^2
e33                                 = 0.09485 Z/r0^2
dP/d(eps), relaxed film             = -0.108515 Z/r0^2
dP/d(eps), formula                  = -0.108515 Z/r0^2
change of P at eps = 0.01, relaxed  = -0.001048 Z/r0^2
relative error of linear law there  = 0.0352
ALL CHECKS PASSED
```
